# Thermal capture of carriers by a like-charged defect: verification in Python

```python
# Result under test: the thermal average of the repulsive Sommerfeld factor
#   s(E) = p/(exp(p)-1),  p = 2 pi Z sqrt(Ry*/E),
# over a Maxwell distribution is, for large tau,
#   <s> = (8/sqrt 3) tau^2 exp(-3 tau) [1 + 5/(36 tau) + ...],
#   tau = (pi^2 theta)^(1/3),  theta = Z^2 Ry*/kT.
# Z: defect charge before capture (same sign as the carrier), Ry*: effective
# Rydberg, a*: effective Bohr radius. The capture coefficient is C = C0 <s>.
# Radial equations use lengths in a* and energies in Ry*.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import logsumexp

NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def sommerfeld(p):
    return p * np.exp(-p) / (-np.expm1(-p))


def tau_of(theta):
    return (np.pi**2 * theta) ** (1 / 3)


def log_average(theta, leading_only=False):
    """ln <s> by quadrature in y = sqrt(E/kT), safe against underflow."""
    top = np.sqrt(tau_of(theta)) + 8
    y = 0.5 * top * (NODES + 1)
    p = 2 * np.pi * np.sqrt(theta) / y
    denominator = 1.0 if leading_only else -np.expm1(-p)
    amplitude = 0.5 * top * WEIGHTS * 4 / np.sqrt(np.pi) * y**2 * p / denominator
    return logsumexp(np.log(amplitude) - y**2 - p)


def log_steepest(theta):
    tau = tau_of(theta)
    return np.log(8 / np.sqrt(3) * tau**2) - 3 * tau


def temperature_power(theta, h=1e-3):
    """d ln<s> / d ln T by central difference of the quadrature."""
    return (log_average(theta * np.exp(-h)) - log_average(theta * np.exp(h))) / (2 * h)


def radial_solution(energy, charge, length, r_end):
    """Regular s-wave u(r) with u'(0) = 1 for the potential 2Z exp(-r/length)/r."""
    count = len(energy)

    def slope(r, state):
        u, du = state[:count], state[count:]
        return np.concatenate([du, (2 * charge * np.exp(-r / length) / r - energy) * u])

    r0 = 1e-6
    start = np.concatenate([np.full(count, r0 + charge * r0**2),
                            np.full(count, 1 + 2 * charge * r0)])
    run = solve_ivp(slope, (r0, r_end), start, method="DOP853", rtol=1e-9, atol=1e-12)
    assert run.success
    return run.y[:count, -1], run.y[count:, -1]


def contact_factor(energy, charge, length, r_end):
    """Contact density relative to a plane wave, from the far amplitude of u."""
    u, du = radial_solution(energy, charge, length, r_end)
    potential = 2 * charge * np.exp(-r_end / length) / r_end
    kappa = np.sqrt(energy - potential)
    dkappa = potential * (1 / r_end + 1 / length) / (2 * kappa)
    amplitude_squared = kappa * u**2 + (du + dkappa * u / (2 * kappa))**2 / kappa
    return 1 / (np.sqrt(energy) * amplitude_squared)


# Sommerfeld factor against direct integration of the radial equation
test_energy = np.array([0.5, 1.0, 4.0])
for charge in (1, 2):
    direct = contact_factor(test_energy, charge, np.inf, 600.0)
    formula = sommerfeld(2 * np.pi * charge / np.sqrt(test_energy))
    assert np.allclose(direct, formula, rtol=1e-4, atol=0)

# Saddle of the full integrand, its height and its curvature
theta_test = 1000 / np.pi**2 * 0.5
tau_test = tau_of(theta_test)


def minus_log_integrand(x):
    p = 2 * np.pi * np.sqrt(theta_test / x)
    return x + p - np.log(np.sqrt(x) * p / (-np.expm1(-p)) / (2 * np.pi * np.sqrt(theta_test)))


peak = minimize_scalar(minus_log_integrand, bounds=(0.1, 60), method="bounded",
                       options={"xatol": 1e-9})
step = 0.01
curvature = (minus_log_integrand(peak.x + step) - 2 * minus_log_integrand(peak.x)
             + minus_log_integrand(peak.x - step)) / step**2
assert abs(peak.x / tau_test - 1) < 1e-3
assert abs(peak.fun / (3 * tau_test) - 1) < 1e-3
assert abs(curvature * 2 * tau_test / 3 - 1) < 1e-3

# First correction 5/36, and dominance of the exponential at large tau
theta_large = 200.0**3 / np.pi**2
first_correction = 200.0 * np.expm1(log_average(theta_large) - log_steepest(theta_large))
assert abs(first_correction - 5 / 36) < 1e-3
dominance = [-log_average(t**3 / np.pi**2) / (3 * t) for t in (20.0, 200.0, 2000.0)]
assert dominance[0] < dominance[1] < dominance[2] < 1 and dominance[2] > 0.99

# Size of the terms left out when the 1 in exp(p)-1 is dropped
theta_six = 6.0**3 / np.pi**2
left_out = np.expm1(log_average(theta_six) - log_average(theta_six, leading_only=True))
left_out_law = 2 ** (1 / 3) * np.exp(-3 * (2 ** (2 / 3) - 1) * 6.0)
assert abs(left_out / left_out_law - 1) < 0.02

# Temperature slope
theta_thirty = 30.0**3 / np.pi**2
assert abs(temperature_power(theta_thirty) - (30 - 2 / 3 + 5 / (108 * 30))) < 1e-3

# Worked example: chosen round inputs
mass, permittivity, defect_charge = 0.2, 10.0, 2
neutral_coefficient = 1e-8                      # cm^3/s
rydberg = const.value("Rydberg constant times hc in eV") * mass / permittivity**2
bohr = const.value("Bohr radius") * 1e9 * permittivity / mass
k_ev = const.k / const.e


def theta_at(temperature, charge=defect_charge):
    return charge**2 * rydberg / (k_ev * temperature)


print(f"mass {mass} m0, permittivity {permittivity}, Z = {defect_charge}")
print(f"C0 = {neutral_coefficient:.1e} cm^3/s")
print(f"Ry* = {1e3*rydberg:.2f} meV, a* = {bohr:.3f} nm")
print(f"5/36 = {5/36:.5f}, from quadrature at tau=200: {first_correction:.5f}")
print("-ln<s>/(3 tau) at tau = 20, 200, 2000: " + ", ".join(f"{d:.4f}" for d in dominance))
for temperature in (200.0, 300.0, 425.0):
    theta = theta_at(temperature)
    tau = tau_of(theta)
    kt = k_ev * temperature
    average = np.exp(log_average(theta))
    steepest = np.exp(log_steepest(theta))
    corrected = steepest * (1 + 5 / (36 * tau))
    assert abs(corrected / average - 1) < 0.01
    power = temperature_power(theta)
    assert abs(power - (tau - 2 / 3 + 5 / (108 * tau))) < 0.03
    speed = 100 * np.sqrt(8 * const.k * temperature / (np.pi * mass * const.m_e))
    coefficient = neutral_coefficient * average
    print(f"T = {temperature:.0f} K: kT = {1e3*kt:.2f} meV, theta = {theta:.3f}, tau = {tau:.3f}")
    print(f"  E_G = {1e3*tau*kt:.1f} meV, width = {1e3*kt*np.sqrt(2*tau/3):.1f} meV")
    print(f"  exp(-3tau) = {np.exp(-3*tau):.3e}, prefactor = {8/np.sqrt(3)*tau**2:.1f}")
    print(f"  <s>: steepest {steepest:.3e}, with 5/36 {corrected:.3e}, quadrature {average:.3e}")
    print(f"  dln<s>/dlnT = {power:.3f}, tau-2/3 = {tau-2/3:.3f}, E_act = {1e3*kt*power:.1f} meV")
    print(f"  C = {coefficient:.2e} cm^3/s, speed = {speed:.2e} cm/s, sigma = {coefficient/speed:.2e} cm^2")

for charge in (1, 2, 3):
    theta = theta_at(300.0, charge)
    print(f"300 K, Z = {charge}: tau = {tau_of(theta):.3f}, steepest {np.exp(log_steepest(theta)):.3e},"
          f" quadrature {np.exp(log_average(theta)):.3e}")

# Neglected effects at 300 K, each as a factor on <s>
temperature = 300.0
kt = k_ev * temperature
theta = theta_at(temperature)
tau = tau_of(theta)
reference = np.exp(log_average(theta))
warm_ratio = np.exp(log_average(theta_at(425.0))) / reference
grid, grid_weights = np.polynomial.legendre.leggauss(48)
y = 2.5 * (grid + 1)
maxwell = 2.5 * grid_weights * 4 / np.sqrt(np.pi) * y**2 * np.exp(-y**2)
energy = y**2 * kt / rydberg
coulomb = sommerfeld(2 * np.pi * np.sqrt(theta) / y)
assert abs(np.sum(maxwell * coulomb) / reference - 1) < 1e-4

print("Neglected effects at 300 K (factors on <s>):")
band_density = 2e-6 * (mass * const.m_e * const.k * temperature
                       / (2 * np.pi * const.hbar**2)) ** 1.5
print(f"band density of states Nc = {band_density:.2e} cm^-3")
for density in (1e16, 1e17):
    debye = 1e9 * np.sqrt(const.epsilon_0 * permittivity * kt / (const.e * density * 1e6))
    lowering = 2 * defect_charge * rydberg * bohr / debye
    screened = contact_factor(energy, defect_charge, debye / bohr, 25 * debye / bohr)
    factor = np.sum(maxwell * screened) / reference
    estimate = np.exp(lowering / kt)
    if density == 1e16:
        assert abs(factor / estimate - 1) < 0.03

    def occupation(fugacity):
        return 2.5 * grid_weights * 4 / np.sqrt(np.pi) * y**2 / (np.exp(y**2) / fugacity + 1)

    filling = density / band_density
    fugacity = brentq(lambda z: np.sum(occupation(z)) - filling, 1e-8, 10)
    fermi = np.sum(occupation(fugacity) * coulomb) / filling / reference
    print(f"n = {density:.0e} cm^-3: Debye length {debye:.1f} nm, Delta = {1e3*lowering:.2f} meV")
    print(f"  screening {factor:.3f} (exp(Delta/kT) = {estimate:.3f}), degeneracy {fermi:.4f}")

core_radius = 0.2                               # nm
u_core, _ = radial_solution(energy, defect_charge, np.inf, core_radius / bohr)
core = np.sum(maxwell * coulomb * (u_core * bohr / core_radius)**2) / reference
print(f"density at {core_radius} nm instead of contact: {core:.3f}")
print(f"mass +10%: {np.exp(log_average(1.1*theta))/reference:.3f}")
optical_permittivity, phonon = 5.5, 0.09        # rough values, phonon energy in eV
coupling = (1 / optical_permittivity - 1 / permittivity) * np.sqrt(
    mass * const.value("Rydberg constant times hc in eV") / phonon)
polaron = np.exp(log_average(theta * (1 + coupling / 6))) / reference
print(f"polaron: eps_inf {optical_permittivity}, phonon {1e3*phonon:.0f} meV, alpha = {coupling:.3f}")
print(f"  mass factor {1+coupling/6:.3f}, <s> factor {polaron:.3f}, E_G/phonon = {tau*kt/phonon:.2f}")
print(f"carriers at 330 K: {np.exp(log_average(theta_at(330.0)))/reference:.3f}")
rise = 0.5                                      # eV per e-fold of C0
energy_dependent = np.sum(maxwell * coulomb * np.exp(y**2 * kt / rise)) / reference
print(f"C0 rising e-fold per {rise} eV: {energy_dependent:.3f}")
barrier = 0.1                                   # eV
barrier_ratio = np.exp(barrier / kt - barrier / (k_ev * 425.0))
print(f"300 to 425 K: <s> grows {warm_ratio:.2f} times;")
print(f"  a {barrier} eV multiphonon barrier would add a factor {barrier_ratio:.2f}")
turning_point = 2 * defect_charge * rydberg * bohr / (tau * kt)
print(f"turning point at E_G: {turning_point:.2f} nm; field for a drop of kT over it:"
      f" {10*kt/turning_point:.3f} MV/cm")
print("no test failed")
```

Printed output:

```
mass 0.2 m0, permittivity 10.0, Z = 2
C0 = 1.0e-08 cm^3/s
Ry* = 27.21 meV, a* = 2.646 nm
5/36 = 0.13889, from quadrature at tau=200: 0.13882
-ln<s>/(3 tau) at tau = 20, 200, 2000: 0.8745, 0.9798, 0.9972
T = 200 K: kT = 17.23 meV, theta = 6.316, tau = 3.965
  E_G = 68.3 meV, width = 28.0 meV
  exp(-3tau) = 6.826e-06, prefactor = 72.6
  <s>: steepest 4.956e-04, with 5/36 5.130e-04, quadrature 5.132e-04
  dln<s>/dlnT = 3.312, tau-2/3 = 3.298, E_act = 57.1 meV
  C = 5.13e-12 cm^3/s, speed = 1.96e+07 cm/s, sigma = 2.61e-19 cm^2
T = 300 K: kT = 25.85 meV, theta = 4.210, tau = 3.464
  E_G = 89.5 meV, width = 39.3 meV
  exp(-3tau) = 3.071e-05, prefactor = 55.4
  <s>: steepest 1.701e-03, with 5/36 1.770e-03, quadrature 1.773e-03
  dln<s>/dlnT = 2.815, tau-2/3 = 2.797, E_act = 72.8 meV
  C = 1.77e-11 cm^3/s, speed = 2.41e+07 cm/s, sigma = 7.37e-19 cm^2
T = 425 K: kT = 36.62 meV, theta = 2.972, tau = 3.084
  E_G = 112.9 meV, width = 52.5 meV
  exp(-3tau) = 9.592e-05, prefactor = 43.9
  <s>: steepest 4.214e-03, with 5/36 4.403e-03, quadrature 4.422e-03
  dln<s>/dlnT = 2.441, tau-2/3 = 2.417, E_act = 89.4 meV
  C = 4.42e-11 cm^3/s, speed = 2.86e+07 cm/s, sigma = 1.54e-18 cm^2
300 K, Z = 1: tau = 2.182, steepest 3.158e-02, quadrature 3.443e-02
300 K, Z = 2: tau = 3.464, steepest 1.701e-03, quadrature 1.773e-03
300 K, Z = 3: tau = 4.539, steepest 1.161e-04, quadrature 1.197e-04
Neglected effects at 300 K (factors on <s>):
band density of states Nc = 2.24e+18 cm^-3
n = 1e+16 cm^-3: Debye length 37.8 nm, Delta = 7.62 meV
  screening 1.327 (exp(Delta/kT) = 1.343), degeneracy 1.0014
n = 1e+17 cm^-3: Debye length 12.0 nm, Delta = 24.09 meV
  screening 2.280 (exp(Delta/kT) = 2.540), degeneracy 1.0142
density at 0.2 nm instead of contact: 1.333
mass +10%: 0.761
polaron: eps_inf 5.5, phonon 90 meV, alpha = 0.450
  mass factor 1.075, <s> factor 0.813, E_G/phonon = 0.99
carriers at 330 K: 1.301
C0 rising e-fold per 0.5 eV: 1.255
300 to 425 K: <s> grows 2.49 times;
  a 0.1 eV multiphonon barrier would add a factor 3.12
turning point at E_G: 3.22 nm; field for a drop of kT over it: 0.080 MV/cm
no test failed
```
